# Are the eigenvalues of the RPA dielectric matrix real at imaginary frequency?: test program

```python
"""
Result under test: for a gapped system with time-reversal symmetry, the
nonsymmetric dielectric matrix  eps = 1 - v chi0(i w)  has only real
eigenvalues, all at least one, since it is similar to the symmetric matrix
1 - v^(1/2) chi0 v^(1/2).  Without time-reversal symmetry complex pairs can
occur at w > 0, but their real parts are still at least one.

Symbols: v Coulomb matrix (positive definite), chi0 independent-particle
density response, w imaginary frequency, h one-particle Hamiltonian,
D0 closed-shell density matrix (occupation 2), u perturbing potential.
Molecule: V = (P|Q) Coulomb metric of auxiliary functions, X coefficients of
chi0 in these functions, so that v chi0 is represented by V X.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, eigvals, eigvalsh, solve_sylvester
from pyscf import gto, dft, df

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def density_matrix_response(h, D0, u, w):
    """Solve i w dD = [h, dD] + [u, D0] without any sum over states."""
    hc = np.asarray(h, dtype=complex)
    return solve_sylvester(hc - 1j * w * np.eye(len(hc)), -hc,
                           (D0 @ u - u @ D0).astype(complex))


def site_chi0(h, nocc, w):
    """Site-density response from the equation of motion."""
    n = len(h)
    orbitals = eigh(h)[1][:, :nocc]
    D0 = 2 * orbitals @ orbitals.conj().T
    chi = np.zeros((n, n), dtype=complex)
    for k in range(n):
        u = np.zeros((n, n))
        u[k, k] = 1.0
        chi[:, k] = np.diag(density_matrix_response(h, D0, u, w))
    assert np.abs(chi.imag).max() < 1e-9      # chi0(i w) is real in space
    return chi.real


def sum_over_states_chi0(h, nocc, w):
    """Symmetric and antisymmetric parts written as sums over transitions."""
    e, c = eigh(h)
    chi = np.zeros((len(h), len(h)))
    for i in range(nocc):
        for a in range(nocc, len(h)):
            m = c[:, i].conj() * c[:, a]
            A = np.outer(m, m.conj())
            gap = e[a] - e[i]
            chi -= 4 * (gap * A.real - w * A.imag) / (gap**2 + w**2)
    return chi


def matrix_root(v):
    s, q = eigh(v)
    assert s.min() > 0
    return (q * np.sqrt(s)) @ q.T, s


# ---------- uneven three-site ring with time-reversal symmetry ----------
w_model = 1.0
site_energies = np.array([0.0, 0.5, 1.0])
h_uneven = np.diag(site_energies) - (np.ones((3, 3)) - np.eye(3))
v_uneven = np.array([[6.0, 2.0, 1.0], [2.0, 4.0, 1.0], [1.0, 1.0, 3.0]])
chi_uneven = site_chi0(h_uneven, 1, w_model)
eps_uneven = np.eye(3) - v_uneven @ chi_uneven
root_uneven = matrix_root(v_uneven)[0]
sym_uneven = np.eye(3) - root_uneven @ chi_uneven @ root_uneven
lam_uneven = eigvals(eps_uneven)
lam_sym_uneven = eigvalsh(sym_uneven)
assert np.abs(eps_uneven - eps_uneven.T).max() > 0.01
assert np.abs(chi_uneven - chi_uneven.T).max() < 1e-10
assert np.abs(lam_uneven.imag).max() < 1e-7
assert np.allclose(np.sort(lam_uneven.real), lam_sym_uneven, atol=1e-7)
assert lam_sym_uneven.min() > 1 - 1e-10
assert np.abs(chi_uneven @ np.ones(3)).max() < 1e-10   # constant potential
form_min = eigvalsh((eps_uneven + eps_uneven.T) / 2).min()
assert form_min < 1 - 1e-4

# complex orbitals caused by removable phases do not change chi0
phases = np.diag(np.exp(1j * np.array([0.0, 0.7, 1.9])))
h_phased = phases @ h_uneven @ phases.conj().T
assert np.abs(h_phased.imag).max() > 0.1
assert np.allclose(site_chi0(h_phased, 1, w_model), chi_uneven, atol=1e-10)

# an indefinite symmetric kernel keeps reality but loses the bound
kernel_shift = 5.0
kernel = v_uneven - kernel_shift * np.eye(3)
lam_indef = eigvals(np.eye(3) - kernel @ chi_uneven)
assert np.abs(lam_indef.imag).max() < 1e-7
assert lam_indef.real.min() < 1 - 1e-4

# ---------- symmetric three-site ring with flux ----------
t, U, W, alpha = 1.0, 4.0, 1.0, np.pi / 6


def ring(phase):
    h = np.zeros((3, 3), dtype=complex)
    for j in range(3):
        k = (j + 1) % 3
        h[j, k] = -t * np.exp(1j * phase)
        h[k, j] = np.conj(h[j, k])
    return h


def ring_formula(phase, w):
    den = (9 * t**2 * np.cos(phase)**2 - 3 * t**2 * np.sin(phase)**2 + w**2
           + 2j * np.sqrt(3) * w * t * np.sin(phase))
    return 1 + 4 * (U - W) * t * np.cos(phase) / den


v_ring = (U - W) * np.eye(3) + W * np.ones((3, 3))
for phase in (0.2, alpha, 0.9):
    for w in (0.3, w_model, 4.0):
        lam = eigvals(np.eye(3) - v_ring @ site_chi0(ring(phase), 1, w))
        lam = lam[np.argsort(lam.imag)]
        pair = ring_formula(phase, w)
        expected = np.array([pair, 1.0, np.conj(pair)])
        expected = expected[np.argsort(expected.imag)]
        assert np.allclose(lam, expected, atol=1e-8)
lam_flux = eigvals(np.eye(3) - v_ring @ site_chi0(ring(alpha), 1, w_model))
lam_flux = lam_flux[np.argsort(lam_flux.imag)]
lam_noflux = eigvals(np.eye(3) - v_ring @ site_chi0(ring(0.0), 1, w_model))
assert np.abs(lam_flux.imag).max() > 0.1
assert np.abs(lam_noflux.imag).max() < 1e-6
ring_levels = eigvalsh(ring(alpha))

# ---------- random systems, with and without time reversal ----------
rng = np.random.default_rng(7)
n_random, n_complex = 200, 0
min_re_broken, max_im_real = np.inf, 0.0
for _ in range(n_random):
    g = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
    h = (g + g.conj().T) / 2
    b = rng.normal(size=(5, 5))
    v = b @ b.T + 0.5 * np.eye(5)
    chi = site_chi0(h, 2, w_model)
    assert np.allclose(chi, sum_over_states_chi0(h, 2, w_model), atol=1e-8)
    lam = eigvals(np.eye(5) - v @ chi)
    min_re_broken = min(min_re_broken, lam.real.min())
    n_complex += np.abs(lam.imag).max() > 1e-5
    lam = eigvals(np.eye(5) - v @ site_chi0(h.real, 2, w_model))
    max_im_real = max(max_im_real, np.abs(lam.imag).max())
    assert lam.real.min() > 1 - 1e-7
assert min_re_broken > 1 - 1e-7
assert 0 < n_complex
assert max_im_real < 1e-6       # rounding near close eigenvalues

# ---------- formaldehyde ----------
r_co, r_ch, angle = 1.20, 1.10, 120.0
y = r_ch * np.sin(np.radians(angle))
z = r_ch * np.cos(np.radians(angle))
mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, r_co)],
                  ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="cc-pvdz", unit="Angstrom", verbose=0)
mf = dft.RKS(mol)
mf.xc = "PBE"
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
overlap = mf.get_ovlp()
fock = np.asarray(mf.get_fock())
energy, coeff = eigh(fock, overlap)
nocc = mol.nelectron // 2
nvir = len(energy) - nocc
gap = energy[nocc] - energy[nocc - 1]
assert gap > 0

auxmol = df.addons.make_auxmol(mol, "cc-pvdz-ri")
three = df.incore.aux_e2(mol, auxmol, "int3c2e")
V = auxmol.intor("int2c2e")
naux = len(V)
J = np.einsum("mnP,mi,na->Pia", three, coeff[:, :nocc], coeff[:, nocc:],
              optimize=True).reshape(naux, -1)
delta = (energy[None, nocc:] - energy[:nocc, None]).ravel()
fit = np.linalg.solve(V, J)
V_root, V_values = matrix_root(V)
root_condition = np.sqrt(V_values.max() / V_values.min())


def response_coefficients(w):
    return -(fit * (4 * delta / (delta**2 + w**2))) @ fit.T


# transition sum against the equation of motion in an orthonormal basis
w_mol = 0.5
s, q = eigh(overlap)
s_inv_root = (q / np.sqrt(s)) @ q.T
h_orth = s_inv_root @ fock @ s_inv_root
c_orth = eigh(h_orth)[1][:, :nocc]
mix = rng.normal(size=naux)
u_orth = s_inv_root @ (three @ mix) @ s_inv_root
dD = density_matrix_response(h_orth, 2 * c_orth @ c_orth.T, u_orth, w_mol)
dD_ao = s_inv_root @ dD @ s_inv_root
moments = np.einsum("mnP,nm->P", three, dD_ao)
moments_sum = V @ response_coefficients(w_mol) @ V @ mix
motion_error = np.abs(moments - moments_sum).max() / np.abs(moments).max()
assert motion_error < 1e-7

# eigenvalues of both matrices at chosen frequencies
table = []
for w in (0.0, w_mol, 2.0):
    X = response_coefficients(w)
    general = eigvals(np.eye(naux) - V @ X)
    symmetric = eigvalsh(np.eye(naux) - V_root @ X @ V_root)
    difference = np.abs(np.sort(general.real) - symmetric).max()
    rounding = (np.finfo(float).eps * root_condition
                * np.linalg.norm(V, 2) * np.linalg.norm(X, 2))
    assert difference < 1e-6
    assert np.abs(general.imag).max() < naux * rounding
    assert np.abs(general.imag).max() < 1e-6
    assert symmetric.min() > 1 - 1e-8
    table.append((w, symmetric, np.abs(general.imag).max(), difference,
                  rounding))
for earlier, later in zip(table, table[1:]):
    assert np.all(later[1] <= earlier[1] + 1e-8)
X = response_coefficients(w_mol)
eps_mol = np.eye(naux) - V @ X
asymmetry = np.linalg.norm(eps_mol - eps_mol.T) / np.linalg.norm(eps_mol)
assert asymmetry > 0.01

# correlation energy from the nonsymmetric and symmetric matrices
n_freq = 40
x, weights = np.polynomial.legendre.leggauss(n_freq)
frequencies = (1 + x) / (1 - x)
weights = 2 * weights / (1 - x)**2
ec_general, ec_symmetric = 0.0, 0.0
for w, weight in zip(frequencies, weights):
    X = response_coefficients(w)
    mu = eigvals(-V @ X)
    assert np.abs(mu.imag).max() < 1e-6 and mu.real.min() > -1e-6
    ec_general += weight * np.sum(np.log1p(mu) - mu).real / (2 * np.pi)
    mu = eigvalsh(-V_root @ X @ V_root)
    terms = np.log1p(mu) - mu
    assert terms.max() < 1e-12
    ec_symmetric += weight * terms.sum() / (2 * np.pi)
K = J.T @ fit
root_delta = np.sqrt(delta)
omega2 = eigvalsh(np.diag(delta**2)
                  + 4 * root_delta[:, None] * K * root_delta[None, :])
assert omega2.min() > 0
ec_plasmon = 0.5 * (np.sqrt(omega2).sum() - np.sum(delta + 2 * np.diag(K)))
assert abs(ec_general - ec_symmetric) < 1e-7
assert abs(ec_symmetric - ec_plasmon) < 1e-5    # frequency quadrature


def row(values, digits=5):
    return "  ".join(f"{value:.{digits}f}" for value in values)


print("UNEVEN RING, time reversal kept (energies in units of hopping t)")
print("site energies [t]:", row(site_energies, 1), "; w [t]:", w_model)
for k in range(3):
    print(f"v row {k + 1} [t]:", row(v_uneven[k], 1))
for k in range(3):
    print(f"chi0 row {k + 1} [1/t]:", row(chi_uneven[k]))
for k in range(3):
    print(f"eps row {k + 1} [1]:", row(eps_uneven[k]))
for k in range(3):
    print(f"symmetrized row {k + 1} [1]:", row(sym_uneven[k]))
print("eigenvalues, nonsymmetric [1]:", row(np.sort(lam_uneven.real)))
print("eigenvalues, symmetrized [1]:", row(lam_sym_uneven))
print(f"lowest eigenvalue of (eps+eps^T)/2 [1]: {form_min:.5f}")
print(f"indefinite kernel v - {kernel_shift:.1f}: eigenvalues [1]:",
      row(np.sort(lam_indef.real)))
print("FLUX RING, time reversal broken")
print(f"t, U, W, w [t]: {t}, {U}, {W}, {w_model}")
print(f"bond phase [degree]: {np.degrees(alpha):.1f}")
print("orbital energies [t]:", row(ring_levels))
for value in lam_flux:
    print(f"eigenvalue with flux [1]: {value.real:.5f} {value.imag:+.5f} i")
print("eigenvalues without flux [1]:", row(np.sort(lam_noflux.real)))
print("RANDOM FIVE-SITE SYSTEMS")
print(f"systems: {n_random}; with complex pairs, no T symmetry: {n_complex}")
print(f"lowest real part, no T symmetry [1]: {min_re_broken:.8f}")
print(f"largest |Im|, real h [1]: {max_im_real:.1e}")
print("H2CO, PBE/cc-pVDZ orbitals, cc-pVDZ-RI auxiliary basis")
print(f"CO, CH [angstrom]: {r_co:.2f}, {r_ch:.2f}; OCH [deg]: {angle:.0f}")
print(f"occupied, virtual, auxiliary: {nocc}, {nvir}, {naux}")
print(f"orbital gap [hartree]: {gap:.5f}")
print(f"condition number of V^(1/2) [1]: {root_condition:.1f}")
print(f"relative asymmetry of eps at w = {w_mol} [1]: {asymmetry:.3f}")
print(f"chi0 relative error against motion [1]: {motion_error:.1e}")
for w, lam, imag, difference, rounding in table:
    print(f"w [hartree]: {w:.1f}; three largest [1]:", row(lam[-3:][::-1]))
    print(f"  smallest minus 1: {lam[0] - 1:.2e}; largest |Im|: {imag:.1e}")
    print(f"  difference: {difference:.1e}; rounding scale: {rounding:.1e}")
print(f"frequency points: {n_freq}")
print(f"Ec, nonsymmetric matrix [hartree]: {ec_general:.6f}")
print(f"Ec, symmetrized matrix [hartree]: {ec_symmetric:.6f}")
print(f"Ec, plasmon formula [hartree]: {ec_plasmon:.6f}")
print(f"Ec, symmetrized matrix [eV]: {ec_symmetric * HARTREE_EV:.4f}")
print("finished without a failed check")
```

Running it gives:

```
UNEVEN RING, time reversal kept (energies in units of hopping t)
site energies [t]: 0.0  0.5  1.0 ; w [t]: 1.0
v row 1 [t]: 6.0  2.0  1.0
v row 2 [t]: 2.0  4.0  1.0
v row 3 [t]: 1.0  1.0  3.0
chi0 row 1 [1/t]: -0.31119  0.18711  0.12407
chi0 row 2 [1/t]: 0.18711  -0.26017  0.07306
chi0 row 3 [1/t]: 0.12407  0.07306  -0.19713
eps row 1 [1]: 2.36883  -0.67540  -0.69343
eps row 2 [1]: -0.25015  1.59340  -0.34324
eps row 3 [1]: -0.24815  -0.14611  1.39426
symmetrized row 1 [1]: 2.30499  -0.45800  -0.43777
symmetrized row 2 [1]: -0.45800  1.62419  -0.20688
symmetrized row 3 [1]: -0.43777  -0.20688  1.42731
eigenvalues, nonsymmetric [1]: 1.00000  1.73830  2.61818
eigenvalues, symmetrized [1]: 1.00000  1.73830  2.61818
lowest eigenvalue of (eps+eps^T)/2 [1]: 0.93275
indefinite kernel v - 5.0: eigenvalues [1]: 0.04123  0.47281  1.00000
FLUX RING, time reversal broken
t, U, W, w [t]: 1.0, 4.0, 1.0, 1.0
bond phase [degree]: 30.0
orbital energies [t]: -1.73205  0.00000  1.73205
eigenvalue with flux [1]: 2.39896 -0.34615 i
eigenvalue with flux [1]: 1.00000 +0.00000 i
eigenvalue with flux [1]: 2.39896 +0.34615 i
eigenvalues without flux [1]: 1.00000  2.20000  2.20000
RANDOM FIVE-SITE SYSTEMS
systems: 200; with complex pairs, no T symmetry: 19
lowest real part, no T symmetry [1]: 1.00000000
largest |Im|, real h [1]: 0.0e+00
H2CO, PBE/cc-pVDZ orbitals, cc-pVDZ-RI auxiliary basis
CO, CH [angstrom]: 1.20, 1.10; OCH [deg]: 120
occupied, virtual, auxiliary: 8, 30, 140
orbital gap [hartree]: 0.13310
condition number of V^(1/2) [1]: 655.5
relative asymmetry of eps at w = 0.5 [1]: 0.537
chi0 relative error against motion [1]: 8.6e-15
w [hartree]: 0.0; three largest [1]: 4.48390  2.43977  2.00182
  smallest minus 1: 2.53e-07; largest |Im|: 0.0e+00
  difference: 1.9e-14; rounding scale: 5.3e-11
w [hartree]: 0.5; three largest [1]: 2.63081  1.98108  1.66472
  smallest minus 1: 2.12e-07; largest |Im|: 0.0e+00
  difference: 3.4e-14; rounding scale: 5.0e-11
w [hartree]: 2.0; three largest [1]: 1.44042  1.26844  1.26781
  smallest minus 1: 7.15e-08; largest |Im|: 0.0e+00
  difference: 1.0e-14; rounding scale: 3.0e-11
frequency points: 40
Ec, nonsymmetric matrix [hartree]: -0.498605
Ec, symmetrized matrix [hartree]: -0.498605
Ec, plasmon formula [hartree]: -0.498605
Ec, symmetrized matrix [eV]: -13.5677
finished without a failed check
```
